# Electron density of a point charge with all bound states filled, part 1

(Sections cited here and not found follow in the second part.)

Put two non-interacting electrons into every bound state of a point charge $Z=50$. The number of electrons is infinite, yet the density at the nucleus is finite, $6.455\times10^{35}\ \mathrm{m^{-3}}$, and 83.2% of it comes from the 1s shell. At $r=1,2,5,10$ pm the density is $1.171$, $0.895$, $1.027$, $1.026$ times the Thomas-Fermi density of the bare Coulomb field, a pure $r^{-3/2}$ law that diverges at the nucleus. The finite central value follows from the s states at the origin. One identity for a closed shell reduces the density at every radius to an s-wave sum, and a contour integral with a WKB expansion of that sum gives the approach to this law and the changing sign of the deviation.

## 1. Model and units

The Hamiltonian is $H=\mathbf p^2/2m-Ze^2/(4\pi\varepsilon_0 r)$: a fixed point nucleus, no relativity, no electron repulsion, $q=2$ spin states per orbital. With $a=4\pi\varepsilon_0\hbar^2/(me^2)$ and $x=Zr/a$, lengths are measured in $a/Z$ and energies in $Z^2\hbar^2/(ma^2)$, so that $H=-\tfrac12\nabla^2-1/x$ and $E_n=-1/(2n^2)$. The Heilmann-Lieb density is
$$\rho_Z(r)=q\,(Z/a)^3\rho(x),\qquad \rho=\sum_{n\ge1}\rho_n,\qquad 4\pi\rho_n=\sum_{l=0}^{n-1}(2l+1)R_{nl}^2 ,$$
where $\sum_m|Y_{lm}|^2=(2l+1)/4\pi$ was used, $\int_0^\infty R_{nl}^2x^2dx=1$, and $R_{nl}>0$ at small $x$. Primes are $x$-derivatives, and $s=\sqrt{8x}$.

## 2. One closed shell

Fix $n$ and write $w_l=xR_{nl}$, so that $h_lw_l=-w_l/n^2$ with $h_l=-d^2/dx^2+l(l+1)/x^2-2/x$. For $l\ge1$ let $W_l=l/x-1/l$, $B=d/dx+W_l$, $B^\dagger=-d/dx+W_l$. Since $W_l^2=l^2/x^2-2/x+1/l^2$ and $W_l'=-l/x^2$,
$$B^\dagger B=-\tfrac{d^2}{dx^2}-W_l'+W_l^2=h_l+\tfrac1{l^2},\qquad BB^\dagger=-\tfrac{d^2}{dx^2}+W_l'+W_l^2=h_{l-1}+\tfrac1{l^2}.$$
Evaluating $BB^\dagger B$ in both groupings gives $h_{l-1}B=Bh_l$, so $Bw_l$ solves the equation of $w_{l-1}$. At small $x$, $w_l\propto x^{l+1}$ gives $Bw_l\propto(2l+1)x^l$, which is regular and positive, so $Bw_l$ is a positive multiple of $w_{l-1}$. Its squared norm is $\langle w_l,B^\dagger Bw_l\rangle=c_l^2$ with $c_l=\sqrt{1/l^2-1/n^2}$, the boundary term vanishing at both ends. Hence $Bw_l=c_lw_{l-1}$ and $B^\dagger w_{l-1}=B^\dagger Bw_l/c_l=c_lw_l$. For $l=n$ the squared norm of $B^\dagger w_{n-1}$ is $\langle w_{n-1},BB^\dagger w_{n-1}\rangle=0=c_n^2$, so the chain ends. Inserting $w'=xR'+R$, dividing by $x$, and shifting $l\to l+1$ in the raising relation,
$$R_l'=\Big(\frac lx-\frac1{l+1}\Big)R_l-c_{l+1}R_{l+1},\qquad R_l'=\Big(\frac1l-\frac{l+1}x\Big)R_l+c_lR_{l-1}\quad(l\ge1).$$
Add $l+1$ times the first to $l$ times the second. The coefficient of $R_l$ is $l(l+1)/x-1+1-l(l+1)/x=0$, so
$$(2l+1)R_l'=l\,c_lR_{l-1}-(l+1)c_{l+1}R_{l+1}\quad(l\ge1),\qquad R_0'=-R_0-c_1R_1 .$$
Multiply by $R_l$ and set $t_l=l\,c_lR_{l-1}R_l$. The terms are $t_l-t_{l+1}$ for $l\ge1$ and $-R_0^2-t_1$ for $l=0$. The sum telescopes to $-R_0^2-t_n$, and $t_n=0$. Therefore
$$4\pi\rho_n'=-2R_{n0}^2 .\tag{1}$$
The slope of a whole shell is fixed by its s state alone. This holds for the pure $1/x$ potential, since it needs all $l$ of a shell at one energy.

Let $u_n=xR_{n0}$, with $u_n''=(1/n^2-2/x)u_n$, and $F=u_n'^2+(2/x-1/n^2)u_n^2$. Then $F'=2u_n'u_n''+2(2/x-1/n^2)u_nu_n'-2u_n^2/x^2$, the first two terms cancel, and $F'=-2R_{n0}^2$. Both $F$ and $4\pi\rho_n$ vanish at infinity, so
$$4\pi\rho_n=u_n'^2+\Big(\frac2x-\frac1{n^2}\Big)u_n^2 .\tag{2}$$

## 3. Convergence and the value at the nucleus

The s function is $u_n=C\,x\,e^{-z/2}L^1_{n-1}(z)$ with $z=2x/n$. The three-term recurrence gives $zL^1_{n-1}=2nL^1_{n-1}+(\text{terms in }L^1_n,L^1_{n-2})$, and $\int_0^\infty ze^{-z}(L^1_{n-1})^2dz=n$, so orthogonality yields $\int z^2e^{-z}(L^1_{n-1})^2dz=2n^2$. Normalisation is $C^2(n/2)^3\,2n^2=1$, so $C^2=4/n^5$. With $L^1_{n-1}(0)=n$ this gives $R_{n0}(0)^2=4/n^3$. Only $l=0$ survives at the origin, and by (1) each shell decreases, so
$$0<\rho_n(x)\le\rho_n(0)=\frac1{\pi n^3}.$$
The series for $\rho$ is dominated by $\sum 1/(\pi n^3)$ and converges uniformly on $x\ge0$ by the Weierstrass test. The shells above $N$ contribute less than $\int_N^\infty dn/(\pi n^3)=1/(2\pi N^2)$, which is an upper bound, sharp to leading order only at $x=0$. At the nucleus
$$\rho(0)=\frac{\zeta(3)}{\pi},\qquad \rho_Z(0)=\frac{q\,\zeta(3)Z^3}{\pi a^3},\tag{3}$$
and the 1s share is $1/\zeta(3)$.

Integrate (1) from $x$ to infinity and sum over $n$. All terms are positive, so sum and integral may be exchanged:
$$\rho(x)=\int_x^\infty\frac{K(x')}{2\pi x'^2}\,dx',\qquad K=\sum_{n\ge1}u_n^2 .\tag{4}$$
Thus $\rho$ is decreasing, and the three-dimensional problem is reduced to the s-wave sum $K$.

For small $x$ put $u_n=R_{n0}(0)(x+\beta_2x^2+\beta_3x^3+\dots)$ into the radial equation. Order $x^0$ gives $2\beta_2=-2$, order $x^1$ gives $6\beta_3=1/n^2-2\beta_2$. Squaring, $R_{n0}^2=(4/n^3)\{1-2x+(1+2\beta_3)x^2+\dots\}$ with $1+2\beta_3=5/3+1/(3n^2)$. Integrating $\pi\rho_n'=-R_{n0}^2/2$ from the origin and summing,
$$\pi\rho=\zeta(3)(1-2x+2x^2)-\tfrac29\,[5\zeta(3)+\zeta(5)]\,x^3+O(x^4).\tag{5}$$
The linear term is the cusp condition $\rho'(0)=-2\rho(0)$.

## 4. High shells and how to sum them

The function $v_n=n^{3/2}u_n=ze^{-z/2}L^1_{n-1}(z)$ solves $v''=(1/n^2-2/x)v$ with $v(0)=0$, $v'(0)=2$. These data do not depend on $n$, so at fixed $x$ the solution is an entire function of $1/n^2$. At $1/n^2=0$ it is $v=(s/2)J_1(s)$. Indeed $ds/dx=4/s$ and $(sJ_1)_s=sJ_0$ give $v'=2J_0$, then $v''=-8J_1/s$, which equals $-2v/x$ because $1/x=8/s^2$. Also $2v^2/x=4J_1^2$. Equation (2) gives
$$n^3\rho_n=D(x)+O(n^{-2}),\qquad D=\frac{J_0(s)^2+J_1(s)^2}{\pi},\tag{6}$$
and the shells above $N$ sum to $\zeta(3,N+1)D+O(N^{-4})$, with the Hurwitz function $\zeta(k,N+1)=\sum_{n>N}n^{-k}$.

For evaluation, the series $L^1_{n-1}=\sum_k(-z)^k\binom{n}{k+1}/k!$ and $(k+1)\binom n{k+1}=n\binom{n-1}k$ give $\frac{d}{dz}(zL^1_{n-1})=nL_{n-1}$. With $\Lambda=e^{-z/2}L^1_{n-1}$ and $dz/dx=2/n$,
$$v_n'=2e^{-z/2}L_{n-1}-\frac zn\Lambda,\qquad 4\pi n^3\rho_n=v_n'^2+\Big(\frac{4z}n-\frac{z^2}{n^2}\Big)\Lambda^2 ,$$
which has no division by $x$. Sum to $N$, determine $f_1,f_2$ in $n^3\rho_n\approx D+f_1/n^2+f_2/n^4$ from $n=N$ and $n=N/2$, and add $D\zeta(3,N+1)+f_1\zeta(5,N+1)+f_2\zeta(7,N+1)$. The expansion in $1/n^2$ is useful when the phase shift $sx/(6n^2)$ found in section 6 is small, which sets the size of $N$ at large $x$. For $x>2n^2$ the two terms of (2) have opposite signs, so they partly cancel. Just beyond $x=2n^2$ the cancellation is mild, and the shell can still be a sizeable part of the density (the 1s shell gives 34% at $x=2.1$). The cancellation grows with $x$, for $n=1$ as $x^2$, but at such $x$ the shell is exponentially small, so the lost relative accuracy does not affect the sum.

## 5. The s-wave sum as a contour integral

At large $x$ the shells with $2n^2\sim x$ have turning points near $x$, where the plain WKB form of a single shell diverges. Moving the energy into the complex plane avoids these points. Let $g(x,E)$ be the diagonal of $(H-E)^{-1}$ for $H=-\tfrac12d^2/dx^2-1/x$ on the half line. With $u_L$ regular at $0$ and $u_R$ decaying at infinity, both solving $u''=Qu$, $Q=-2/x-2E$, the jump $-2$ in the slope of the kernel requires $g=-2u_Lu_R/\mathcal W$, $\mathcal W=u_Lu_R'-u_L'u_R$. Put $\nu=(-2E)^{-1/2}$, $\mathrm{Re}\,\nu>0$, and $z=2x/\nu$. The equation becomes Whittaker's, with $u_L=M_{\nu,1/2}(z)\to z$ and $u_R=W_{\nu,1/2}(z)\to1/\Gamma(1-\nu)$ as $z\to0$. The slope of $W$ diverges only as $\ln z$, so $\mathcal W=-(2/\nu)/\Gamma(1-\nu)$ and
$$g=\nu\,\Gamma(1-\nu)\,M_{\nu,1/2}(z)\,W_{\nu,1/2}(z).$$
The logarithmic series of $W$ contains $\Gamma(1-\nu)W=-\nu M[\ln z+\psi(1-\nu)]+\dots$, where the omitted part is a power series in $z$ whose coefficients are polynomials in $\nu$ of no higher degree than the power of $z$, and is therefore bounded as $\nu\to\infty$ at fixed $\nu z=2x$. Here $\nu M=v$ is the regular solution of slope 2. The reflection formula $\psi(1-\nu)=\psi(\nu)+\pi\cot\pi\nu$ gives
$$g=-v^2\,[\pi\cot\pi\nu+\psi(\nu)-\ln\nu+\ln2x]+\text{bounded}.$$
Near $\nu=n$, $\pi\cot\pi\nu\approx1/(\nu-n)$ and $E-E_n\approx(\nu-n)/n^3$, so the residue in $E$ is $-v^2/n^3=-u_n^2$. On $|\nu|=N+\tfrac12$ the cotangent is bounded and $\psi(\nu)-\ln\nu\to0$, so $g$ stays bounded as $N\to\infty$.

Integrate $G=g-(-2E)^{-1/2}$ counterclockwise: up the imaginary axis, passing the origin on its left along the small arc $|\nu|=N+\tfrac12$, and back along a large arc in $\mathrm{Re}\,E<0$. The enclosed poles are $n\le N$, so the integral is $-2\pi i\sum_{n\le N}u_n^2$. The small arc of radius $\delta$ contributes $O(\delta^{1/2})$. On the large arc $G=O(|E|^{-3/2})$ by the expansion of section 6, apart from a term $e^{-2x/\nu}$ that dies because $|\arg\nu|\le\pi/4$. With $E=i\eta$, $dE=i\,d\eta$, and $G(-i\eta)=\overline{G(i\eta)}$, the axis contributes $2i\,\mathrm{Re}\int_0^\infty G\,d\eta$. Hence, exactly,
$$K(x)=-\frac1\pi\,\mathrm{Re}\int_0^\infty\big[g(x,i\eta)-(-2i\eta)^{-1/2}\big]d\eta .\tag{7}$$
At $x=2$ the shell sum and (7) both give $0.293778$.

## 6. Large distance

On the path of (7), $Q$ has no zero at real $x$. What follows is a WKB expansion in $1/s$, carried out order by order without error bounds and then tested against the direct sum.

Let $p_E=\sqrt{2/x+2E}$ with $\mathrm{Im}\,p_E>0$, and $p=\sqrt{2/x}=4/s$. The principal root is $Q^{1/2}=-ip_E$. Take the solutions $f_\pm=\varphi'^{-1/2}e^{\pm i\varphi}$ with $\varphi'\approx p_E$. Then $u_R=f_+$ decays, and the constant in $\varphi$ is chosen so that $u_L=\varphi'^{-1/2}\sin\varphi$. Their Wronskian is $e^{i\varphi}(i\sin\varphi-\cos\varphi)=-1$, so
$$g=\frac{2\sin\varphi\,e^{i\varphi}}{\varphi'}=\frac i{\varphi'}-\frac i{\varphi'}e^{2i\varphi}.$$
The first term is local. The second is the wave reflected from the nucleus.

**Local term.** For any two solutions, $\gamma=cu_1u_2$ with $c=-2/\mathcal W$ has $\gamma''=2Q\gamma+2cu_1'u_2'$, so
$$-2\gamma\gamma''+\gamma'^2+4Q\gamma^2=c^2\big[(u_1'u_2+u_1u_2')^2-4u_1u_2u_1'u_2'\big]=c^2\mathcal W^2=4 .$$
This applies to $g$ and also to $i/\varphi'=if_-f_+$, for which $\mathcal W=2i$ and $c=i$. Dropping derivatives gives $g_0=Q^{-1/2}=i/p_E$. The next order obeys $8Qg_0g_1=2g_0g_0''-g_0'^2$. With $g_0'=-\tfrac12Q^{-3/2}Q'$ and $g_0''=\tfrac34Q^{-5/2}Q'^2-\tfrac12Q^{-3/2}Q''$, the right side is $\tfrac54Q^{-3}Q'^2-Q^{-2}Q''$, and
$$g_1=\tfrac5{32}Q'^2Q^{-7/2}-\tfrac18Q''Q^{-5/2},\qquad Q'=\frac2{x^2},\quad Q''=-\frac4{x^3}.$$
Because $dQ/dE=-2$, the antiderivative of $Q^{-k}$ in $E$ is $Q^{1-k}/(2k-2)$, and $d\eta=dE/i$. At $E=0$, $Q^{1/2}=-ip$ and $(-i)^{-1}=i$. The three integrals from $0$ to $i\infty$ are
$$\int\big[g_0-(-2E)^{-1/2}\big]dE=\big[(-2E)^{1/2}-Q^{1/2}\big]_0^{i\infty}=-ip,$$
$$\int Q^{-7/2}dE=-\frac{i^5}{5p^5}=-\frac i{5p^5},\qquad\int Q^{-5/2}dE=-\frac{i^3}{3p^3}=\frac i{3p^3}.$$
Dividing by $i$ and multiplying by $-1/\pi$, with $Q'^2/p^4=1/x^2$, $Q''/p^2=-2/x^2$ and $p^2x^2=2x$,
$$K_{\rm loc}=\frac1\pi\Big[p+\frac{Q'^2}{32p^5}+\frac{Q''}{24p^3}\Big]=\frac p\pi\Big[1+\frac1{2x}\Big(\frac1{32}-\frac1{12}\Big)\Big]=\frac4{\pi s}\Big[1-\frac5{24s^2}\Big].$$

**Phase.** At $E=0$, $Q^{-3}=-p^{-6}$ gives $g_1/g_0=-5/(64x)+1/(8x)=3/(8s^2)$. Then $\varphi'=p\,(1-3/(8s^2))$, and since $p=ds/dx$, $\varphi=s+3/(8s)+\text{const}$. The constant comes from the exact solution of section 4: $J_1(s)\propto\cos(s-3\pi/4)=\sin(s-\pi/4)$ at large $s$. For $E\ne0$ set $\epsilon=Ex$. The leading phase is
$$S=\sqrt2\int_0^x x'^{-1/2}\Big(1+\frac{Ex'}2-\frac{E^2x'^2}8+\dots\Big)dx'=s\Big(1+\frac\epsilon6-\frac{\epsilon^2}{40}+\dots\Big).$$
Only $|\epsilon|\sim1/s$ will matter. The $3/(8s)$ term then changes by $O(\epsilon/s)=O(s^{-2})$, and near the nucleus, $x'\sim1$, the energy $E\sim s^{-3}$ is negligible. So $\varphi=S-\pi/4+3/(8s)+O(s^{-2})$, $e^{2i\varphi}=-ie^{2iS+3i/(4s)}$, and the reflected term is $-e^{2iS+3i/(4s)}/p_E$. For a shell, $|\epsilon|=x/(2n^2)$ shifts $2S$ by $sx/(6n^2)$, the parameter quoted in section 4.

The density is finite at the nucleus and at every radius follows from the s-wave sum $K$, for which we now have an exact contour integral, the local part at large distance, and the form of the reflected wave. It remains to integrate the reflected term, obtain the density at large distance, and compare it with Thomas-Fermi theory and with the direct sum for $Z=50$.

All numerical values are calculated from the stated model.
